\section*{Athermal Bourgoin-Corbett diffusion driven by alternating charge capture}

\section*{How a cold defect can move}

\noindent\textbf{Q.} A defect sits in a periodic potential with a barrier far above $kT$. How can charge capture carry it anywhere without thermal activation?

\noindent\textbf{A.} The potential depends on the charge state. Take one dimension, a period $a$, and two charge states with energies
\begin{equation}
U_1(x)=B_1\sin^2\frac{\pi x}{a},\qquad
U_2(x)=\Delta+B_2\cos^2\frac{\pi x}{a}.
\end{equation}
In state 1 the minima lie at $x=na$ and the maxima at $(n+\tfrac12)a$, with $n$ an integer. In state 2 they are exchanged. $B_1$ and $B_2$ are the migration barriers, and $\Delta$ is the height of the state-2 minimum above the state-1 minimum.

Let the defect rest at $x=0$ in state 1. It captures a carrier, and the electrons rearrange before the atom has moved. The atom is now on a maximum of $U_2$ and slides down to $a/2$ or $-a/2$. The next capture restores $U_1$, whose maximum is at the new position, so the defect slides again. No barrier has been climbed: the carriers supply the energy.

\noindent\textbf{Q.} On the very top of a maximum the force is zero. Why does it leave, and why not always to the same side?

\noindent\textbf{A.} It is not exactly on top. Before capture its position has a thermal and quantum spread about the minimum, and afterwards the slope drives it away from the maximum. Both potentials are mirror symmetric about this point, and so is the spread. The displacement $s$ therefore satisfies
\begin{equation}
P(s=+a/2)=P(s=-a/2)=\tfrac12,\qquad
\langle s\rangle=0,\qquad \langle s^2\rangle=\frac{a^2}{4}.
\label{step}
\end{equation}
This assumes that the defect stops in the first well it reaches, which needs enough friction.

\section*{From half steps to a diffusivity}

\noindent\textbf{Q.} It might slide right and then left, back to where it began. Does that not cancel the motion?

\noindent\textbf{A.} Returns occur, and they are counted. Suppose the defect comes to thermal equilibrium in its well before the next capture. It then keeps no memory of the side it came from, and successive displacements are independent. After $N$ captures,
\begin{equation}
\langle x^2\rangle_N=\sum_{k=1}^{N}\langle s_k^2\rangle
+\sum_{k\ne l}\langle s_k\rangle\langle s_l\rangle
=N\frac{a^2}{4}.
\end{equation}
The double sum vanishes because each mean is zero. The capture times do not depend on which well is occupied, so averaging over the number of captures up to time $t$ gives
\begin{equation}
\langle x^2(t)\rangle=\frac{a^2}{4}\langle N(t)\rangle .
\label{msd}
\end{equation}

\noindent\textbf{Q.} The two captures have different rates. Which one sets $\langle N\rangle$?

\noindent\textbf{A.} Both do, because they must alternate. Let $t_1$ and $t_2$ be the mean residence times in states 1 and 2. One cycle contains two captures and lasts $T=t_1+t_2$ on average. Over a long time the fraction spent in state $i$ is $f_i=t_i/T$, and the capture rate is
\begin{equation}
\frac{f_1}{t_1}+\frac{f_2}{t_2}=\frac1T+\frac1T=\frac{2}{t_1+t_2}.
\end{equation}
With the one-dimensional convention $\langle x^2\rangle\to2Dt$, equation~(\ref{msd}) gives
\begin{equation}
D=\frac12\cdot\frac{a^2}{4}\cdot\frac{2}{t_1+t_2}
=\frac{a^2}{4(t_1+t_2)} .
\label{main}
\end{equation}
The 4 comes from the squared half period. The two captures per cycle cancel the 2 in the definition of $D$.

The slower capture is the bottleneck. For $t_2\ll t_1$ the result tends to $a^2/(4t_1)$, provided $t_2$ is still much longer than the sliding time. If one carrier type is absent, its capture time diverges and $D$ falls to zero.

\noindent\textbf{Q.} Did you assume exponential waiting times?

\noindent\textbf{A.} Not for the long-time result. After $m$ cycles the elapsed time is close to $mT$ and the number of captures is $2m$, so $N/t\to2/T$ for independent residence times with finite means. In a Monte Carlo test, $t_1$ followed a gamma law and $t_2$ a uniform law. With 20\,000 walkers followed for 100 mean cycles, the diffusivity was 1.002 times equation~(\ref{main}), with a sampling error of about one per cent.

The law does matter at short times. For exponential residence and a start in state 1, the probability $P_1$ of being in that state obeys
\begin{equation}
\frac{dP_1}{dt}=-\frac{P_1}{t_1}+\frac{1-P_1}{t_2},\qquad P_1(0)=1.
\end{equation}
With $\Gamma=1/t_1+1/t_2=T/(t_1t_2)$ the solution is
\begin{equation}
P_1=\frac{t_1}{T}+\frac{t_2}{T}e^{-\Gamma t}.
\end{equation}
The capture rate at time $t$ is then
\begin{equation}
\frac{P_1}{t_1}+\frac{1-P_1}{t_2}
=\frac2T+\frac{t_2}{T}\left(\frac1{t_1}-\frac1{t_2}\right)e^{-\Gamma t}.
\end{equation}
The bracket equals $(t_2-t_1)/(t_1t_2)$, and integrating the exponential supplies a factor $1/\Gamma=t_1t_2/T$. Hence
\begin{equation}
\langle N(t)\rangle=\frac{2t}{T}
+\frac{t_2(t_2-t_1)}{T^2}\left(1-e^{-\Gamma t}\right).
\end{equation}
For small $t$ this becomes $t/t_1$, as it must when the first capture occurs at the rate $1/t_1$. At long times the second term is a constant and does not affect $D$. If the starting state is drawn with probabilities $f_1$ and $f_2$, the capture rate is $2/T$ from the start, and $\langle x^2\rangle=2Dt$ holds at all times.

\section*{Does the symmetry matter?}

\noindent\textbf{Q.} Suppose the maximum is not halfway between two minima, or the split is uneven.

\noindent\textbf{A.} Put the state-1 minimum at $0$ and the state-2 minimum at $b$, with $0<b<a$. Let $p$ be the probability of going right after the capture in state 1, and $q$ that after the capture in state 2. The first displacement is $b$ or $b-a$, the second $a-b$ or $-b$. With independent variables $\eta$ and $\zeta$, equal to 1 for a move to the right and 0 otherwise,
\begin{equation}
s_1=b-a+a\eta,\qquad s_2=-b+a\zeta,\qquad
s_1+s_2=a(\eta+\zeta-1).
\end{equation}
The position $b$ has dropped out. The drift velocity is $a(p+q-1)/T$. If $p+q=1$ the drift vanishes, and the variance per cycle gives
\begin{equation}
D=\frac{a^2\left[p(1-p)+q(1-q)\right]}{2T}.
\end{equation}
For $p=q=\tfrac12$ the bracket is $\tfrac12$, which restores equation~(\ref{main}). An even split is what matters, not a central maximum. If $p+q\neq1$ the defect drifts, and equation~(\ref{main}) no longer describes its motion.

\section*{When the slide takes time or heat helps}

\noindent\textbf{Q.} What if the next capture comes before the slide has finished?

\noindent\textbf{A.} The defect can then fall back into its old well, and two half steps are lost. For exponential residence times and rare captures, the chance of an interruption is proportional to the sliding time divided by the capture time, so the relative loss is linear in that ratio. A law under which very short residences are rarer can give a much smaller loss.

This was tested with a Fokker-Planck equation for strongly damped motion, in which the potential switches at random between the two cosine shapes. The barrier was $46.42\,kT$ in both states. Let $D_0$ be the free diffusion coefficient and $B$ the common barrier. The curvature at a minimum is $2\pi^2B/a^2$, so the relaxation time there is
\begin{equation}
\tau_r=\frac{kT}{D_0}\,\frac{a^2}{2\pi^2B}.
\end{equation}
For $t_1=t_2=10\tau_r$ the diffusivity is only 0.45 of equation~(\ref{main}). For 100, 1000 and 10\,000 relaxation times the ratio is 0.907, 0.990 and 0.9990. The finite grid makes the first two values too high by about 0.004 and 0.001. Between the last two the loss falls tenfold, as the argument requires.

\noindent\textbf{Q.} And if the defect can also hop thermally?

\noindent\textbf{A.} Let $h_i$ be the hop rate to each side in state $i$. A hop covers a full period $a$, and the total hop rate in that state is $2h_i$. Averaging over the time spent in each state gives
\begin{equation}
D=\frac{a^2}{4T}+\frac12a^2\,\frac{2h_1t_1+2h_2t_2}{T}
=\frac{a^2}{T}\left(\frac14+h_1t_1+h_2t_2\right).
\end{equation}
The terms add because the hops have independent, symmetric directions. For a barrier of $10\,kT$ and $t_1=t_2=88\,a^2/D_0$, the Fokker-Planck diffusivity was within 0.1 per cent of the sum of equation~(\ref{main}) and the thermal diffusivity in the fixed potential.

So ``athermal'' means that no migration barrier enters equation~(\ref{main}). Temperature can still act through $t_1$ and $t_2$.

\section*{Where the energy comes from}

\noindent\textbf{Q.} You lift the defect to a maximum twice per cycle. Can the carriers pay for any barrier?

\noindent\textbf{A.} No. Let state 1 capture an electron from the conduction edge and state 2 a hole from the valence edge. Measure electron energies from the valence edge, so that the conduction edge is at the gap $E_g$. At $x=0$ the electron capture takes the total energy from $E_g$ to $\Delta+B_2$. At $x=a/2$ the hole capture takes it from $\Delta$ to $B_1$. Neither capture may require energy, so
\begin{equation}
\Delta+B_2\le E_g,\qquad B_1\le\Delta
\quad\Longrightarrow\quad B_1+B_2\le E_g .
\label{gap}
\end{equation}
This is a necessary condition for band-edge carriers captured at the minima. It does not guarantee that capture is fast. When both captures release energy, the total-energy curves before and after each capture do not cross anywhere along $x$. The energy released at that moment must then go to other vibrations, to light or to another carrier. If the condition fails, at least one capture of a band-edge carrier at a minimum needs thermal help, and the mechanism is no longer athermal. The energy released in the two captures themselves, before the slides, is $E_g-B_1-B_2$.

\section*{A silicon interstitial in rough numbers}

\noindent\textbf{Q.} How large is $D$ for a plausible defect?

\noindent\textbf{A.} Take rough values in the regime of a self-interstitial in silicon at 100 K under ionising irradiation: $a=0.4$ nm, $B_1=B_2=0.4$ eV and $E_g=1.1$ eV. Let electrons and holes each have density $n=10^{15}$ cm$^{-3}$, with capture cross sections $\sigma_n=10^{-15}$ cm$^2$ and $\sigma_p=10^{-14}$ cm$^2$. The mean thermal speed for the free-electron mass is $v=\sqrt{8kT/(\pi m_e)}=6.21\times10^6$ cm/s. Then
\begin{align}
t_1&=\frac1{\sigma_n v n}=1.61\times10^{-7}\ \mathrm{s},\qquad
t_2=\frac1{\sigma_p v n}=1.61\times10^{-8}\ \mathrm{s},\\
D&=\frac{(4\times10^{-8}\ \mathrm{cm})^2}
{4\times1.77\times10^{-7}\ \mathrm{s}}
=2.3\times10^{-9}\ \mathrm{cm^2/s}
=2.3\times10^{5}\ \mathrm{nm^2/s}.
\end{align}
After one second the root-mean-square displacement $\sqrt{2Dt}$ is about 670 nm. Electron capture takes up 91 per cent of the cycle, so faster hole capture would help little.

The energy condition holds, since $0.4+0.4<1.1$. It allows $\Delta$ between 0.4 and 0.7 eV and leaves 0.3 eV per pair of captures.

\noindent\textbf{Q.} How much of this would happen thermally anyway?

\noindent\textbf{A.} Very little at 100 K. Setting the curvature equal to $M\omega^2$, with $M$ the mass of a silicon atom, gives
\begin{equation}
\omega=\frac{2\pi}{a}\sqrt{\frac{B}{2M}},\qquad
\nu=\frac{\omega}{2\pi}=2.07\times10^{12}\ \mathrm{s^{-1}}.
\end{equation}
The transition-state estimate of the hop rate to each side is $h=\nu e^{-B/kT}=1.4\times10^{-8}$ s$^{-1}$. Its diffusivity $ha^2=2.3\times10^{-23}$ cm$^2$/s is fourteen orders of magnitude below the capture-driven value. With carrier densities and cross sections held fixed, the two become equal near 340 K. This ignores thermal re-emission of carriers, which at that temperature is small for $\Delta$ near 0.55 eV but comparable with the electron capture rate for $\Delta=0.4$ eV.

Tunnelling of the atom from the bottom of the well is smaller still. A crude semiclassical estimate, the attempt frequency times the probability of penetrating the barrier, gives an incoherent rate of roughly $10^{-150}$ s$^{-1}$; it omits zero-point motion, which raises it by about four powers of ten. Even the undamped, coherent hopping frequency between equivalent wells is only about $10^{-67}$ s$^{-1}$. A ten per cent change in the barrier alone shifts this by about eight powers of ten, but the rate remains negligible. Thermal re-emission needs the energy $\Delta$ for a hole leaving state 1 and $E_g-\Delta$ for an electron leaving state 2. For $\Delta=0.55$ eV the estimated rate is at most $6\times10^{-17}$ s$^{-1}$, and over the allowed range of $\Delta$ it stays below about $2\times10^{-9}$ s$^{-1}$, far below both capture rates. Quantum motion widens the spread in the well to that of a classical oscillator at 108 K, which leaves the split even.

\section*{The assumption most at risk}

\noindent\textbf{Q.} A sliding atom gains 0.4 eV. Why should it stop in the first well?

\noindent\textbf{A.} It need not. Let friction reduce the velocity at a rate $\gamma$. An atom starting at rest on a maximum has $v\simeq\sqrt{2B/M}\,\sin(\pi x/a)$, with $x$ measured from that maximum. By the next maximum it has lost
\begin{equation}
W=\int_0^a M\gamma v\,dx
=\gamma\sqrt{2MB}\,\frac{2a}{\pi}=\frac{4\gamma B}{\omega},
\end{equation}
to first order in $\gamma$. The last step uses $\sqrt{2MB}=2\pi B/(a\omega)$, from the formula for $\omega$. With $\omega=13$ ps$^{-1}$, $W$ is about 0.25 eV for $\gamma=2$ ps$^{-1}$ and 0.06 eV for $\gamma=0.5$ ps$^{-1}$. The first value is only a rough guide, because it is not small compared with $B$; the energy needed to reach the next maximum is then about 0.34 eV.

Thermal noise makes the energy loss fluctuate with variance $2kTW$. The standard deviation is 0.065 eV in the first case and 0.03 eV in the second. On the first-order estimate the loss is thus nearly four standard deviations for the stronger damping but only about two for the weaker, where some atoms pass the next maximum.

Longer flights with symmetric directions change only the mean-square displacement:
\begin{equation}
D=F\,\frac{a^2}{4(t_1+t_2)},\qquad
F=\frac{\langle s^2\rangle}{(a/2)^2},
\end{equation}
where $F$ is averaged over the two captures. Langevin trajectories, 10\,000 for each case, gave $F=1.00$ for $\gamma=2$ ps$^{-1}$ and $1.30\pm0.02$ for $\gamma=0.5$ ps$^{-1}$. The error bars are sampling errors only; the second value rises to about 1.4 if the temperature is taken as 108 K. The mean displacement was zero within the test's limit of 4.5 standard errors in each case. For the stronger damping the mean time to reach a neighbouring minimum was 0.33 ps, or $2\times10^{-5}$ of $t_2$. The atom then still oscillates: shedding its excess energy takes about 3 ps for the stronger damping and 12 ps for the weaker. Even these times are below $10^{-3}$ of $t_2$, so interrupted slides are negligible.

\noindent\textbf{Q.} What about the 0.3 eV left over from the captures?

\noindent\textbf{A.} If part of it becomes motion along the migration path, the flights lengthen. Suppose each capture gives a kick of 0.15 eV, in a random direction. Then $F=1.31\pm0.02$ for $\gamma=2$ ps$^{-1}$ and $F=21.8\pm0.2$ for $\gamma=0.5$ ps$^{-1}$. In the second case the kick exceeds twice the loss per period estimated above, and the root-mean-square flight is about $2.3a$. The diffusivity would rise to about $5\times10^{-8}$ cm$^2$/s. Putting all the surplus into this one motion is a severe assumption, but it shows that equation~(\ref{main}) needs efficient energy loss as well as rare captures.

\noindent\textbf{Q.} How far would you trust the number for real silicon?

\noindent\textbf{A.} Only as an illustration. The barriers, cross sections and damping rates are rough choices, and a real interstitial has several configurations and charge states in three dimensions. The free-electron mass also understates the carrier speed: with the band masses of silicon and the same cross sections, $D$ would be nearly twice as large. A carrier density of $10^{15}$ cm$^{-3}$ means strong excitation. With equal densities and all else fixed, $D$ is proportional to that density, so $10^{12}$ cm$^{-3}$ would lower it a thousandfold. Flights beyond the first well multiply $D$ by a factor between 1 and 22 in the four cases computed, so even within the model the number can be wrong by more than a factor of ten. The numerical output gives the full set of values.

\section*{Computed results}
\begin{verbatim}
Monte Carlo D / formula, gamma and uniform laws: 1.002
Barrier 10 kT: Fokker-Planck D / (capture + thermal): 0.99992
Barrier / kT in example: 46.42
Fokker-Planck D / formula, capture/relaxation time 10: 0.44758
Fokker-Planck D / formula, capture/relaxation time 100: 0.90659
Fokker-Planck D / formula, capture/relaxation time 1000: 0.99001
Fokker-Planck D / formula, capture/relaxation time 10000: 0.99899
Same, t1 = 10000 and t2 = 30000 relaxation times: 0.99933
Period a: 0.4 nm
Migration barrier in each state: 0.4 eV
Gap: 1.1 eV
Temperature: 100 K
Thermal energy kT: 8.617 meV
Electron and hole density: 1.0e+15 cm^-3
Electron capture cross section: 1.0e-15 cm^2
Hole capture cross section: 1.0e-14 cm^2
Mean carrier speed (free-electron mass): 6.213e+06 cm/s
t1, electron capture: 1.610e-07 s
t2, hole capture: 1.610e-08 s
t1 + t2: 1.771e-07 s
Diffusivity D: 2.259e-09 cm^2/s
Diffusivity D: 2.259e+05 nm^2/s
Root-mean-square displacement after 1 s: 672 nm
Allowed offset of state-2 minimum: 0.40 to 0.70 eV
Surplus energy per pair of captures: 0.30 eV
Attempt frequency: 2.072e+12 1/s
Thermal hop rate to each side: 1.44e-08 1/s
Thermal diffusivity: 2.30e-23 cm^2/s
Temperature where thermal and capture parts match: 342 K
log10 of tunnelling rate in 1/s: -150
Carrier re-emission rate, depth 0.55 eV: 5.7e-17 1/s
Vibration quantum: 8.57 meV
Effective temperature of quantum spread: 108.1 K
Mean slide time, damping 2 per ps: 0.330 ps
Slide time / t2: 2.0e-05
Step factor F, damping 2.0 per ps, kick 0.00 eV: 1.000 +- 0.000
Step factor F, damping 2.0 per ps, kick 0.15 eV: 1.313 +- 0.016
Step factor F, damping 0.5 per ps, kick 0.00 eV: 1.302 +- 0.018
Step factor F, damping 0.5 per ps, kick 0.15 eV: 21.822 +- 0.204
\end{verbatim}
